Batch refinement in dynamic binary-collision simulation of high-dose implantation

Take a thin, perfectly mixed surface region that receives dopant ions. Let Φ be the fluence, the number of ions delivered per area, and R the dopant retained per area. Every ion sticks, and dopant is sputtered in proportion to the amount present:

dR/dΦ = 1 − kR, R(0) = 0.

The solution is

R(Φ) = (1 − e^(−kΦ))/k.

A simulation that fires all its ions into the original target sees no dopant to sputter. It returns R = Φ, whatever k is. The fault lies in the frozen target, and more ions do not cure it.

The natural repair is to deliver the fluence in M batches of size h = Φ/M and update the target after each:

R_(m+1) = R_m + h(1 − kR_m).

Subtracting 1/k from both sides gives R_(m+1) − 1/k = (1 − kh)(R_m − 1/k). Hence, starting from R_0 = 0,

R_M = [1 − (1 − kh)^M]/k.

Since ln(1 − kh) = −kh − k²h²/2 + O(h³) and Mh = Φ,

(1 − kh)^M = e^(−kΦ)[1 − k²hΦ/2 + O(h²)].

The leading error is therefore

R_M − R = +(h/2)kΦe^(−kΦ).

For kh ≤ 1 the batches retain too much, because each removes dopant at the lower rate that held when it began. The leading error vanishes for kΦ → ∞, since the batch rule has the same steady state, R = 1/k. The rule settles to that state only if kh < 2; beyond this it diverges. Already for kh > 1, a batch removes more dopant than was there at its start, and the total error can change sign.

For kΦ = 1.5 and 320 batches, the formula gives 1.5 × e^(−1.5)/640 = 0.000523 of the fluence. Iterating the batch rule gives 0.000524.

**A second case with the opposite sign**

Now let there be no mixing. Ions stop with probability density f(x) at depth x below the present surface, and sputtering moves the surface inward by v per unit fluence. The dopant is dilute, so its volume is neglected. Material that ends at depth x was at depth x + v(Φ − s) when the fluence was s. Its final dopant concentration is

n(x) = ∫₀^Φ g(s) ds, g(s) = f(x + v(Φ − s)).

The batch scheme uses the depth at the start of each batch:

n_h(x) = h Σ g(mh), m = 0 … M − 1.

Over one batch, ∫g ds = h g(mh) + (h²/2)g′(mh) + O(h³). The sum thus differs from the integral by −(h²/2)Σg′(mh), which to leading order is −(h/2)[g(Φ) − g(0)]. With L = vΦ the total recession,

n_h(x) − n(x) = −(h/2)[f(x) − f(x + L)].

Let F be the cumulative distribution of f, with F(0) = 0 and F(∞) = 1. Integrating over x > 0 gives the dose error

R_h − R = −(h/2)[1 − (1 − F(L))] = −(h/2)F(L).

A frozen batch does not see the ions it stops in the slab vh that it removes, so it leaves them at the surface. The next batch removes them, and only those from the last batch remain at the end. They add a correction of order h², since both the slab thickness and the dose delivered in one batch are proportional to h.

This limit tests the thinning and merging of layers. No layer is split and no deficit is repaired, so it does not test those steps. The test case has a Gaussian f cut off at the surface, with mean 3.5 nm and spread 1.5 nm before the cut, a recession of 4 nm and layers of 0.25 nm. Going from 1280 to 40 batches changes the dose by −0.00698 of the fluence; the formula gives −0.00759. The batch sum without layers gives −0.00764, so the 8 % shortfall comes from the finite layers. It does not shrink with more batches: for 40 to 160 batches the layered change is 0.80 to 0.92 of the formula. At depths from 1 to 16 nm, the change in profile agrees with its formula to 1.3 % of the peak change. With 1280 batches the retained fraction is 0.787, against 0.789 from the continuum integral.

A coarse batch can thus overstate or understate retention. In an intermediate case the two tendencies may cancel in the dose while the profile is still wrong. Refinement should therefore be judged on the whole profile.

**The general batch error**

Let A_ij be the number of atoms of species i per area in layer j. Let G(A) be the mean change of this array per incident ion when the target is frozen at A. For small batches and negligible noise,

dA/dΦ = G(A).

The batch rule is A_(m+1) = A_m + hG(A_m), whereas the smooth solution obeys A(Φ + h) = A + hG(A) + (h²/2)A″ + O(h³). Write the batch result as A + he and subtract:

h[e(Φ + h) − e(Φ)] = h[G(A + he) − G(A)] − (h²/2)A″.

Expanding G to first order and dividing by h² gives, as h → 0,

de/dΦ = G′(A)e − A″/2, e(0) = 0.

The last term creates error, and G′ carries it forward. In the mixed case G′ = −k and A″ = −ke^(−kΦ), so e = (k/2)Φe^(−kΦ), as found directly.

This argument needs a smooth G. Merging or splitting a layer is a jump. A batch detects it up to h after its own path crosses the threshold, and that path is itself off by order h, so the jump may come early or late. The error remains of order h if the thickness crosses its threshold at a finite rate and the order of events is unchanged. It need not do so if the thickness merely touches the threshold.

**What one ion does to a frozen target**

G is found by following ions and recoils through binary collisions. The interaction is a screened Coulomb potential,

V(r) = Z₁Z₂e²φ(r/a)/(4πε₀r), a = 0.8854a₀/(Z₁^0.23 + Z₂^0.23),

where a₀ is the Bohr radius and

φ(x) = 0.18175e^(−3.1998x) + 0.50986e^(−0.94229x) + 0.28022e^(−0.4029x) + 0.02817e^(−0.20162x).

In the centre-of-mass frame, with energy E_c, relative speed v_r and impact parameter b, energy and angular momentum conservation give

(dr/dt)² = v_r²(1 − V/E_c − b²/r²), dα/dt = v_r b/r².

Dividing the second by the root of the first and counting both halves of the path gives the angle swept out. An undeflected path sweeps π, so the deflection is

θ = π − 2b∫ dr/[r²√(1 − V/E_c − b²/r²)],

from the closest approach to infinity. The struck atom moves at speed V_c = M₁v₁/(M₁ + M₂) in this frame, where v₁ is the projectile's laboratory speed. Its velocity turns by θ, so it gains laboratory speed 2V_c sin(θ/2) and energy

T = ½M₂·4V_c² sin²(θ/2) = [4M₁M₂/(M₁ + M₂)²]E sin²(θ/2).

With μ = M₁/M₂, the projectile turns in the laboratory by ψ, where

cos ψ = (μ + cos θ)/√(1 + μ² + 2μ cos θ).

The recoil leaves at (π − θ)/2 on the opposite side of the incoming direction. The azimuth is random.

The angle is tabulated. At reduced energy aE_c/(Z₁Z₂e²/4πε₀) = 0.0107 and b = 2.03a, the table gives 2.0556 rad, and direct integration of the trajectory gives 2.0559 rad.

The target is taken as amorphous with atomic density n. Each flight has length λ = n^(−1/3) and should meet one atom, so πb_max²λn = 1 and b_max = λ/√π. This cut drops distant collisions. For arsenic in silicon they carry under 1 % of the nuclear stopping at 1 keV, but about 10 % at 100 eV and 28 % at 20 eV; for silicon in silicon they carry about 15 % at 20 eV. Their effect on yields and mixing has not been sized. Equal areas are equally likely, which means b = b_max√u with u uniform between 0 and 1. Along the flight the particle loses energy nSλ to electrons, with the velocity-proportional cross-section

S = 8π(e²/4πε₀)a₀[Z₁^(7/6)Z₂/(Z₁^(2/3) + Z₂^(2/3))^(3/2)](speed/αc),

where α is the fine-structure constant. In a mixture, S is averaged over the atomic fractions.

A particle reaching the surface at angle β to the normal escapes if E cos²β > U, its surface binding energy; otherwise it is reflected inward. A recoil that starts above the displacement energy is moved from its original layer to the one where it stops. A weaker recoil counts only if it escapes; otherwise it returns to its site. Particles are dropped below the smallest binding energy, since they can no longer escape.

**Updating amount, thickness and layers**

If each simulated ion represents fluence w = Φ/N, a batch changes the target by

A_ij ← A_ij + w(atoms added − atoms removed).

Each species keeps a fixed atomic volume v_i. The new thickness and density are

t_j = Σ_i v_iA_ij, n_j = Σ_i A_ij/t_j.

The surface moves because the sum of the t_j changes. A layer thinner than half its nominal width is merged with a neighbour, and one thicker than 1.5 times that width is split into equal halves.

A frozen layer can lose more atoms in a batch than it holds. If q_ij is its net loss per ion, the amount stays non-negative when

hq_ij ≤ A_ij.

If this fails, the missing atoms are taken from deeper layers, then if necessary from shallower ones. This conserves each species but moves atoms for no physical reason. The total moved in this way, the deficit repair, is therefore a diagnostic: the first-order error law cannot be relied on where the repair is large.

**Noise is a separate error**

Return to the mixed region with N simulated ions. Suppose the number of dopants removed in a batch is Poisson distributed with mean khR/w. Each carries weight w, so the removal has variance w²(khR/w) = wkhR. A fluctuation already present is multiplied by 1 − kh. The variance Q of R therefore obeys

Q_(m+1) = (1 − kh)²Q_m + wkhR_m,

or, for small h,

dQ/dΦ = −2kQ + wkR.

Try Q = wkR²/2. Its derivative is wkR(1 − kR) = wkR − wk²R², which equals the right-hand side, and Q(0) = 0. Thus

σ_R/R = √(kw/2).

At leading order h has dropped out. For kΦ = 1.5 and N = 1280 the formula gives 2.42 %. Repeated random runs give 2.43 % with 40 batches and 2.40 % with 320.

Refinement at fixed N thus reduces the frozen-target error and leaves the noise. If G is curved, noise also shifts the mean: averaging G(A + δA) leaves a term with G″ times the variance, of order w. Averaging repeats at the same N does not remove that shift. The scheme therefore needs two refinements, smaller h at fixed N and then larger N. Layer width needs its own.

**Arsenic into silicon**

The example sends 1 keV arsenic ions at normal incidence into silicon, to 20 × 10¹⁵ cm⁻². Both surface binding energies are 4.7 eV and the displacement energy is 15 eV, all round model values. The atomic densities are 50 nm⁻³ for silicon and 46 nm⁻³ for arsenic. Layers are nominally 0.5 nm wide, and weak recoils are followed from the top 1.5 nm. Each run uses 1280 simulated ions, and each batch size has three repeats.

In the unchanged target the mean range is 3.4 nm, the silicon yield is 0.44 atoms per ion (uncertain by 0.01 to 0.02 from sampling), and none of the sampled ions is reflected. One batch would therefore retain the whole 20 × 10¹⁵ cm⁻². The updated runs, in units of 10¹⁵ cm⁻², give:

2 batches: h = 10, retained dose 10.8, deficit repair 80.7
8 batches: h = 2.5, retained dose 14.8, deficit repair 12.9
32 batches: h = 0.625, retained dose 17.5, deficit repair 0.01

The standard error of each mean dose is about 0.3, from the scatter pooled over the batch sizes.

A fresh layer holds 0.5 × 50 = 25 atoms/nm², or 2.5 × 10¹⁵ cm⁻². The three batches deliver four times, once and a quarter of that number of ions. With two batches the repair is 80.7/20 = 4.0 atoms per ion. The arsenic lost from the target is (20 − 10.8)/20 = 0.46 per ion, and the initial silicon yield is 0.44. Sputtering at such rates cannot account for the repair, so I infer that most of it comes from recoils displaced within the target. A limit on h based on the sputter yield alone would miss this.

The profile shows the damage. With two batches, the arsenic concentration is zero in the outermost 0.5 nm and 46 × 10²¹ cm⁻³ in the interval centred at 2.25 nm. The latter is the density assigned to pure arsenic. With 32 batches the two values are 27 and 31 × 10²¹ cm⁻³.

To compare profiles, integrate |n_M − n_32| over depth and divide by the 32-batch dose. The result is 63 % for two batches and 23 % for eight. The standard error of the 32-batch profile, integrated in the same way, is 5.5 %, so the noise does not hide the improvement.

These runs do not show that 32 batches are enough. Under a first-order law, the distances from the 32-batch result would be in the ratio (10 − 0.625)/(2.5 − 0.625) = 5. The measured ratio is 63.1/22.6 = 2.8. Only the finest run has a negligible repair, so the order of convergence has not been measured for the full collision model. If the last two doses did follow a first-order law, the limit would be

17.49 + (17.49 − 14.82)/3 = 18.4 × 10¹⁵ cm⁻².

But the eight-batch run has a large repair, so a first-order law is not justified there, and this number does not estimate the remaining bias. Four runs with 128 batches at the same N give 17.8 ± 0.1, a few tenths above the 32-batch dose and short of 18.4. The concentration at 1.25 nm falls to about 29 × 10²¹ cm⁻³, while the peak stays near 32. Halving the layer width at 128 batches gives 17.7 ± 0.2, an unresolved change. The last digit of the 32-batch dose is therefore not converged.

The 32-batch surface moves outward by 2.0 nm. The lost silicon is 90 atoms/nm², a thickness of 90/50 = 1.8 nm, while the retained arsenic occupies 174.9/46 = 3.8 nm. The receding-surface formula therefore does not describe this run. Nor does the mixed formula, which predicts too much retention in coarse batches where these runs show too little.

These runs do not test the noise formula. With the arsenic yield of 0.29 per ion in the last quarter of the run, setting k equal to yield/R gives 1.1 %. The pooled scatter of one run is 0.52/17.5 = 3.0 % of the 32-batch dose. It is pooled over all three batch sizes, so it does not measure the noise at 32 batches alone. Repeats are needed to find the noise of the full model.

**Beside a real process**

The energy is in the regime of arsenic plasma doping, but the fluence is high, chosen so that the target changes strongly during the run. The highest arsenic concentration listed for the 32-batch profile, 31.8 × 10²¹ cm⁻³ at 1.25 nm, fills 31.8/46 = 69 % of the volume with arsenic. Silicon then contributes 0.31 × 50 = 15.5 atoms/nm³, so about two thirds of the atoms are arsenic. Fixed atomic volumes and binding energies are doubtful in such a layer. The 4.7 eV given to arsenic is well above its cohesive energy of about 3 eV. Halving the arsenic binding energy, which also halves the energy at which particles are dropped, lowers the 32-batch dose to 15.9 × 10¹⁵ cm⁻², a 9 % change. This is one run, and the shift is about 2.6 times its combined standard error, if the pooled scatter holds at 32 batches. The size of the shift is therefore poorly determined. Ions slowed to 500 eV give 18.5, and a displacement energy of 8 eV gives 17.1; measured against the pooled scatter, which includes the coarse runs and may overstate the noise at 32 batches, neither single-run shift is clearly resolved.

A real plasma also delivers neutral arsenic. How much of it sticks is not known here. As an illustration, neutrals sticking at 10 % of the ion flux would supply 2.0 × 10¹⁵ cm⁻², or 11 % of the retained dose before any sputtering. The real contribution may be much larger. Hydrogen carries only 2.6 % of the energy of an AsH₂ ion; its other effects have not been sized. Arsine plasmas are usually diluted in hydrogen or helium, and the ions of that carrier gas are left out. If silicon becomes amorphous after 10¹⁴ cm⁻², a rough assumed value, the crystalline start covers 0.5 % of the fluence. Even a threshold several times higher would leave this share small. At a rough ion current of 1 mA/cm², an area of one range in radius is struck every 0.4 ms, far longer than the picosecond scale of a cascade, so treating cascades as separate in time is sound. Surface oxide, chemical segregation and thermal diffusion are left out and have not been sized. The remaining values are in the numerical output.

Computed results

```
Ion energy: 1000 eV; fluence: 20.0 x1e15 cm^-2
Pseudo-ions per run: 1280; repeats: 3; layer width: 0.5 nm
Surface binding Si, As: 4.7, 4.7 eV
Displacement energy: 15.0 eV
Atomic densities Si, As: 50, 46 nm^-3
Test scattering angle, trajectory/table: 2.0559/2.0556 rad
Largest stopping-fit difference: 0.1 %
Static mean range, straggle: 3.40, 1.09 nm
Static Si yield: 0.444 atoms/ion
Static ion reflection: 0.00 %
Weak-recoil escapes born below 1 nm: 0.00 %
One-batch retained dose: 20.00 x1e15 cm^-2
2 batches: fluence per batch 10.000 x1e15 cm^-2
  retained dose 10.81 x1e15 cm^-2
  profile distance from 32 batches 63.1 % of dose
  deficit repair 80.65 x1e15 cm^-2
8 batches: fluence per batch 2.500 x1e15 cm^-2
  retained dose 14.82 x1e15 cm^-2
  profile distance from 32 batches 22.6 % of dose
  deficit repair 12.85 x1e15 cm^-2
32 batches: fluence per batch 0.625 x1e15 cm^-2
  retained dose 17.49 x1e15 cm^-2
  profile distance from 32 batches 0.0 % of dose
  deficit repair 0.01 x1e15 cm^-2
Pooled dose scatter, one run: 0.522 x1e15 cm^-2
Standard error of a mean dose: 0.301 x1e15 cm^-2
Noise scale of finest mean profile: 5.5 % of dose
Final-quarter As yield, 32 batches: 0.292 atoms/ion
Well-mixed estimate of one-run noise: 1.14 %
Net recession, 32 batches: -2.00 nm
Sputtered Si, 32 batches: 9.00 x1e15 cm^-2
As concentration (1e21 cm^-3), for 2 / 8 / 32 batches:
  depth 0.25 nm: 0.00 / 31.63 / 26.77
  depth 1.25 nm: 21.75 / 30.75 / 31.76
  depth 2.25 nm: 46.00 / 22.53 / 31.07
  depth 3.25 nm: 12.31 / 23.78 / 30.46
  depth 4.25 nm: 7.70 / 17.83 / 26.55
  depth 6.25 nm: 2.93 / 7.87 / 11.87
  depth 8.25 nm: 0.69 / 1.17 / 1.07
Receding limit dose bias, run/formula: -0.00698/-0.00759 of fluence
Receding profile-formula error: 1.28 % of peak bias
Receding dose, layers/continuum: 0.7866/0.7886 of fluence
Mixed limit dose bias, run/formula: 0.000524/0.000523 of fluence
Mixed noise, 40/320 batches/formula: 2.43/2.40/2.42 %
Dose with As binding 2.35 eV: 15.92 x1e15 cm^-2
Dose with ion energy 500 eV: 18.50 x1e15 cm^-2
Dose with displacement energy 8 eV: 17.08 x1e15 cm^-2
Cascade overlap time at rough 1 mA/cm^2: 0.44 ms
Rough amorphization share of fluence: 0.5 %
Hydrogen energy share in an AsH2 ion: 2.6 %
As supplied by a 10 % neutral flux: 2.0 x1e15 cm^-2
```
